# Sine-Gordon Profiles and Widths of Shear and Tensile Stacking Walls, part 2

How does the width of a straight domain wall between two equal-energy stackings of a bilayer depend on elastic stiffness and the stacking barrier \(\Delta\) per area? The two layers are identical, isotropic sheets with two-dimensional Lamé constants \(\lambda,\mu\), so far held flat. Numbers are in eV and Å. The axis \(x\) runs across the wall, \(y\) along it. Displacements depend on \(x\) alone and vary slowly on the lattice scale (assumption 3).

The relative shift \(u=v_{\rm t}-v_{\rm b}\) (upper minus lower layer) rises from \(0\) to \(b\), along the wall (shear) or normal to it (tensile).

**Lemma 1.** A layer with a single displacement component \(v(x)\) stores \(\tfrac12Kv'^2\) per area, with \(K=\mu\) (shear) or \(K=\lambda+2\mu\) (tensile). The layers share the strain equally, giving \(\tfrac12\kappa u'^2\) with \(\kappa=K/2\).

**Lemma 3.** For a stacking energy \(W(u)\), completing the square,

\[
\frac\kappa2u'^2+W=\frac12\left(\sqrt\kappa\,u'-\sqrt{2W}\right)^2+\sqrt{2\kappa W}\,u' ,
\]

gives the first integral and least energy

\[
u'=\sqrt{\frac{2W(u)}{\kappa}},\qquad
E_{\min}=\sqrt{2\kappa}\int_0^b\sqrt{W(u)}\,du .
\tag{1}
\]

For \(W=\Delta\sin^2(\pi u/b)\), the sine-Gordon wall has \(\ell=(b/\pi)\sqrt{\kappa/(2\Delta)}\), slope \(u'=(b/\pi\ell)/\cosh(x/\ell)\), width \(w=2.634\,\ell\) (full width at half maximum of \(u'\)) and energy per length \((2b/\pi)\sqrt{2\kappa\Delta}\). For equal \(b\) and \(\Delta\),

\[
\frac{\ell_{\rm shear}}{\ell_{\rm tensile}}=\sqrt{\frac{\mu}{\lambda+2\mu}}<1 .
\tag{4}
\]

**Lemma 4.** In a honeycomb bilayer with lattice constant \(a\), \(b=a/\sqrt3\). Let \(p=u-b/2\) be the shift along the line joining the stackings, measured from the saddle, and \(s\) the component normal to that line. The model energy is

\[
V=2\Delta\left[\sum_{j=1}^3\cos\big(\mathbf G_j\cdot(\mathbf r+\mathbf r_0)\big)+\frac32\right],
\qquad \mathbf r=(p,s),\quad \mathbf r_0=\left(\tfrac32b,0\right),
\]

with \(\mathbf G_1=G(1,0)\), \(\mathbf G_{2,3}=G(-\tfrac12,\pm\tfrac{\sqrt3}2)\) and \(G=4\pi/(\sqrt3a)\). With \(q=G/2=2\pi/(3b)\), \(c=\cos qp\) and \(\gamma=\cos(\sqrt3qs)\), it equals \(2\Delta[2c^2-1-2c\gamma+\tfrac32]\ge0\), and

\[
V(p,0)=4\Delta\left(\cos qp-\tfrac12\right)^2 .
\tag{8}
\]

### Proposition 5: the wall for this energy

*On the straight path, the wall with energy (8) is*

\[
\sqrt3\tan\frac{qp}{2}=\tanh\frac{x}{2L},\qquad L=\frac{\sqrt3}{2}\,\ell .
\tag{9}
\]

*Its width is \(4L\,\mathrm{artanh}\sqrt{3/7}\approx2.714\,\ell\), and its energy per length is \(b\sqrt{2\kappa\Delta}\,(3\sqrt3/\pi-1)\).*

**Proof.** Between the domains \(\cos qp\ge\tfrac12\), so the first integral reads

\[
p'=\sqrt{\frac{8\Delta}{\kappa}}\left(\cos qp-\frac12\right).
\]

Put \(T=\tan(qp/2)\). Then \(dp=2\,dT/[q(1+T^2)]\) and

\[
\cos qp-\frac12=\frac{1-T^2}{1+T^2}-\frac12=\frac{1-3T^2}{2(1+T^2)} .
\]

The factors \(1+T^2\) cancel, and separation of variables gives

\[
\sqrt{\frac{8\Delta}\kappa}\;x=\int_0^T\frac{4\,d\bar T}{q(1-3\bar T^2)}
=\frac{4}{\sqrt3\,q}\,\mathrm{artanh}(\sqrt3\,T).
\]

This is (9) with \(1/L=\sqrt3\,q\sqrt{2\Delta/\kappa}\). Inserting \(q=2\pi/(3b)\) and \(\sqrt{2\Delta/\kappa}=b/(\pi\ell)\) gives \(1/L=2/(\sqrt3\,\ell)\).

The slope is largest at \(p=0\), where the bracket equals \(\tfrac12\). At half maximum the bracket is \(\tfrac14\), so \(\cos qp=\tfrac34\) and \(T^2=(1-\tfrac34)/(1+\tfrac34)=\tfrac17\). Equation (9) gives \(x=2L\,\mathrm{artanh}\sqrt{3/7}\), and the width is twice this.

The energy is

\[
\sqrt{8\kappa\Delta}\int_{-b/2}^{b/2}\left(\cos qp-\frac12\right)dp
=2\sqrt{2\kappa\Delta}\left[\frac2q\sin\frac\pi3-\frac b2\right].
\]

Since \((2/q)\sin(\pi/3)=\sqrt3/q=3\sqrt3\,b/(2\pi)\), the stated result follows. \(\square\)

The width is 3.0 % and the energy 2.7 % above the sine-Gordon values, for both kinds of wall. The tail, however, is shorter, because \(L<\ell\). The curvatures of the energy show how the profiles differ near the centre and in the tail. Differentiating \(\kappa p''=V'(p)\) shows that the slope \(g=p'\) obeys \(g''=V''(p)\,g/\kappa\). At the saddle \(V''=-4\Delta q^2=-17.5\,\Delta/b^2\), against \(-2\pi^2\Delta/b^2=-19.7\,\Delta/b^2\) for the sine-squared curve, so the slope falls more slowly from its peak. In the domains \(V''=6\Delta q^2=26.3\,\Delta/b^2\), against \(19.7\,\Delta/b^2\), so the tail decays faster.

### Proposition 6: the path is straight

*For pure shear and pure tensile walls with the energy of Lemma 4 and fixed end stackings \((p,s)=(\mp b/2,0)\), no path has less energy than the straight one.*

**Proof.** When both components vary with \(x\) alone, their strains enter different elements of \(e_{ij}\), and Lemma 1 gives a sum of squares without a cross term. The energy density is \(\tfrac\kappa2p'^2+\tfrac{\tilde\kappa}2s'^2+V(p,s)\), where \(\tilde\kappa>0\) is the stiffness of the other wall type. For \(|p|\le b/2\) we have \(\cos qp\ge\tfrac12\), and therefore

\[
V(p,s)-V(p,0)=4\Delta\cos(qp)\left[1-\cos(\sqrt3\,qs)\right]\ge0 .
\]

For \(|p|>b/2\) we still have \(V\ge0\). Let \(\hat V(p)\) equal \(V(p,0)\) for \(|p|\le b/2\) and zero elsewhere. Dropping the term with \(s'^2\) and replacing \(V\) by \(\hat V\) can only lower the energy. The completed square of Lemma 3 then bounds the result from below by \(\int_{-b/2}^{b/2}\sqrt{2\kappa\hat V}\,dp\), which is the energy of the straight wall. \(\square\)

The proposition holds the shift vector and the direction of the wall fixed. It does not say that a tensile wall keeps its direction. Shear walls cost less per length, so turning a tensile wall towards the shear direction lowers its energy if its length stays the same. If turning also lengthens the wall, as it does for a wall that runs straight across a strip, the added length can outweigh this gain. Walls whose shift vector lies at an intermediate angle are not covered: there the axes \(p,s\) differ from \(x,y\), and the elastic energy acquires a cross term.

### Lemma 7: bending relieves a tensile wall

Now let the bilayer have a height profile \(w_z(x)\), with layer spacing \(d\), bending stiffness \(D\) of each layer, and a support that resists height with the spring constant \(k\) per area. Slopes are taken to be small.

Points that face each other along the tilted normal differ in horizontal position by \(-d\,w_z'\), upper minus lower. The stacking is unshifted when the horizontal displacements of the layers differ by just this amount. The stacking shift is therefore \(u=v_{\rm t}-v_{\rm b}+d\,w_z'\). Each layer also has the strain \(\tfrac12w_z'^2\) from its slope, equal in both layers, which the mean displacement removes. The difference of the layer strains is thus \(u'-d\,w_z''\), and the energy density without the stacking part is

\[
\frac K4\left(u'-d\,w_z''\right)^2+D\,w_z''^2+\frac k2w_z^2,\qquad K=\lambda+2\mu .
\tag{10}
\]

*Without support, the stiffness of a tensile wall is multiplied by \(\eta=1/[1+Kd^2/(4D)]\).*

**Proof.** For \(k=0\) the curvature \(C=w_z''\) can be chosen at each point. The derivative of (10) with respect to \(C\) vanishes when \(-\tfrac K2d(u'-dC)+2DC=0\), so

\[
C=\frac{Kd\,u'}{4D+Kd^2},\qquad u'-dC=\frac{4D\,u'}{4D+Kd^2}.
\]

Inserting both gives

\[
\frac{4KD^2+K^2d^2D}{(4D+Kd^2)^2}\,u'^2=\frac{KD}{4D+Kd^2}\,u'^2=\frac K4\,\eta\,u'^2 .\qquad\square
\]

The bilayer takes up the shift by turning through an angle, as a bent stack of cards does, instead of stretching its sheets. A profile \(w_z(x)\) does not change the shift along \(y\), so it gives no such relief to a shear wall.

**With a stiff support** the relief is small, and it can be estimated from (10) at a fixed profile \(u'=g\). For a Fourier component with wavenumber \(Q\), \(w_z''\) becomes \(-Q^2w_z\), and the same minimization gives the relieved fraction of the elastic energy,

\[
R(Q)=\frac{Kd^2Q^4/4}{(D+Kd^2/4)\,Q^4+k/2}\approx\frac{Kd^2}{2k}\,Q^4 .
\]

The approximation holds when the spring term dominates the denominator. By Parseval's theorem, the mean of \(Q^4\) over the spectrum of \(g\) is \(\int g''^2dx/\int g^2dx\). With \(z=x/\ell\) and \(g\propto h=1/\cosh z\), one has \(d^2h/dz^2=h-2h^3\). The substitution \(\tau=\tanh z\) gives \(\int h^2dz=2\), \(\int h^4dz=\tfrac43\) and \(\int h^6dz=\tfrac{16}{15}\), so

\[
\langle Q^4\rangle=\frac{1}{\ell^4}\,\frac{2-4\cdot\frac43+4\cdot\frac{16}{15}}{2}=\frac{7}{15\,\ell^4},
\qquad
\langle R\rangle\approx\frac{7Kd^2}{30\,k\,\ell^4}.
\tag{11}
\]

The wide wall is protected by its width, since the relief falls as \(\ell^{-4}\).

### Worked example: bilayer graphene on a flat support

The parameters are rough typical values: \(\lambda=3.5\) eV/Å², \(\mu=9.5\) eV/Å², \(a=2.46\) Å and \(\Delta=0.70\) meV/Å², or 3.67 meV per unit cell. Then \(b=1.4203\) Å and \(\lambda+2\mu=22.5\) eV/Å². The stiffnesses are \(\kappa=4.75\) eV/Å² for shear and \(11.25\) eV/Å² for tension. The lengths are

\[
\ell_{\rm shear}=\frac{1.4203}{\pi}\sqrt{\frac{4.75}{2\times0.00070}}\ \text{Å}=26.3\ \text{Å},\qquad
\ell_{\rm tensile}=\frac{1.4203}{\pi}\sqrt{\frac{11.25}{2\times0.00070}}\ \text{Å}=40.5\ \text{Å}.
\]

Multiplication by 2.634 gives the widths 69.4 Å (6.9 nm) and 106.7 Å (10.7 nm). Their ratio is \(\sqrt{9.5/22.5}=0.650\). The wall energies are 0.074 and 0.113 eV/Å. The energy (8) raises the widths to 71.5 and 110.0 Å and leaves the ratio unchanged.

A numerical relaxation tests these formulas without using the first integral. Both layers were free to move in both directions on a grid of 2 Å spacing between \(-400\) and \(400\) Å. At the start the whole shift sat in the upper layer, and for the energy of Lemma 4 the path was bent sideways by 0.4 Å. With that energy the relaxed widths were 71.4 and 110.0 Å, with the ratio 0.6496. The sideways component vanished to within \(10^{-6}\) Å. With the sine-squared energy the widths were 69.3 and 106.7 Å, with the ratio 0.6495. The formula gives 0.6498.

### Size of the neglected effects

**Discreteness.** Repeating the relaxation with points spaced by \(a\) changes the widths by \(-0.09\) % (shear) and \(-0.04\) % (tensile), relative to Proposition 5. The change falls as the square of the spacing, and \(a\) is larger than the period of the atomic rows across either wall: the spacing \(a/2\) gives \(-0.02\) % for the shear wall, and \(\sqrt3a/2\) gives \(-0.03\) % for the tensile wall. This row model indicates only the order of magnitude of lattice effects; it is not an atomistic calculation.

**Large strain.** The peak displacement gradient in one layer is half of \(u'(0)\): 0.86 % in the shear wall and 0.56 % in the tensile wall. The layers carry opposite strains, so energy terms of odd order cancel between them at zero mean strain.

**Bending.** Take \(d=3.35\) Å, \(D=1.5\) eV and, for a stiff support, \(k=0.07\) eV/Å⁴, again as rough values. Equation (11) gives

\[
\langle R\rangle\approx\frac{7\times22.5\times3.35^2}{30\times0.07\times40.5^4}\approx3\times10^{-4},
\]

in agreement with the 0.031 % found without the approximation for large \(k\). At this fixed profile the largest height is 0.0035 Å. The width is more sensitive than the energy: when shift and height relax together, the tensile width falls from 106.7 to 106.2 Å, by 0.5 %, and the height is 0.0037 Å. On such a support the wall is flat to that accuracy.

Without support the result is quite different. Here \(\eta=0.023\), and the estimated tensile width shrinks to \(106.7\sqrt{0.0232}=16.3\) Å. This is less than the 69.4 Å of the shear wall, so the order of the widths reverses. The domains would then meet at an angle of about 24 degrees. That slope is not small, and the length \(\ell\sqrt\eta=6.2\) Å is only about \(2.5\,a\), so assumption 3 is strained as well. The numbers are therefore estimates. Within this continuum model they show that (4) cannot be applied to these parameters when the layers are free to bend.

**Temperature.** Vibrations smear the relative shift. If each component has a Gaussian distribution with variance \(\Sigma^2\), the average of every cosine in \(V\) is multiplied by \(e^{-G^2\Sigma^2/2}\), and so is the barrier. The variance was estimated from harmonic in-plane vibrations of the two layers against each other within a domain. For these \(\omega^2=(\kappa Q^2+\tfrac32\Delta G^2)/\rho\), where \(\rho\) is half the mass density of one layer and \(\tfrac32\Delta G^2=6\Delta q^2\) is the curvature found above. Summing over the shear and tensile modes and halving the sum gives the variance per component,

\[
\Sigma^2=\frac12\sum_{\kappa}\int_0^{Q_{\rm m}}\frac{Q\,dQ}{2\pi}\,\frac{\hbar}{2\rho\,\omega}\coth\frac{\hbar\omega}{2k_{\rm B}T},
\]

where \(Q_{\rm m}\) admits one wavevector per unit cell. The hyperbolic cotangent includes the zero-point motion. At 300 K, \(\Sigma=0.056\) Å. With \(G=2.95\) Å⁻¹ the barrier is multiplied by 0.986, and since \(w\propto\Delta^{-1/2}\), both widths grow by 0.7 %. This figure depends on the cutoff: lowering or raising \(Q_{\rm m}\) by a factor \(\sqrt2\) gives 0.55 or 0.86 %. It also holds the layers flat. Bending vibrations enter the shift through \(d\,w_z'\), and on the support above they raise the growth to 0.8 % if counted up to \(Q=1/d\) and to about 3 % if counted up to \(Q_{\rm m}\). The ratio of the widths stays the same in this estimate. The estimate concerns the local profile only. A long wall that is free to move also wanders sideways, which broadens its time-averaged image and can change the ratio of the observed widths.

### Relation to real bilayers

Stacking walls imaged in bilayer graphene have widths of several nanometres up to roughly ten, which is the range of the example. The chosen parameters are only rough values. A change of 20 % in \(\Delta\) moves both widths by about 10 %. Even on a flat substrate, the equal sharing of strain may fail. If the substrate grips the lower layer completely, \(\kappa\) doubles, and the widths become 98 and 151 Å instead of 69 and 107 Å. The ratio survives if the lower layer is gripped completely at both walls. If one wall is gripped and the other is not, their widths cannot be compared through (4). In a suspended bilayer the flatness condition itself is in doubt, and bending must be included before a width is turned into a barrier.

The complete set of computed values is given in the numerical output below.

## Numbers as computed

```
lambda = 3.50 eV/A^2, mu = 9.50 eV/A^2
lambda + 2 mu = 22.50 eV/A^2
2D Poisson ratio = 0.1556
lattice constant = 2.46 A, domain shift b = 1.4203 A
barrier = 0.70 meV/A^2
barrier per cell = 3.67 meV
predicted width ratio shear/tensile = 0.6498
relaxed ratio, sine-squared energy = 0.6495
relaxed ratio, first-star energy = 0.6496
[shear] kappa = 4.750 eV/A^2
[shear] length l = 26.33 A
[shear] sine-Gordon width = 69.4 A = 6.94 nm
[shear] relaxed sine-Gordon width = 69.3 A
[shear] first-star width = 71.5 A
[shear] relaxed first-star width = 71.4 A
[shear] sine-Gordon wall energy = 0.0737 eV/A
[shear] first-star wall energy = 0.0757 eV/A
[shear] peak slope of relative shift = 1.717 %
[shear] peak du/dx in one layer = 0.858 %
[shear] width change, rows spaced a = -0.093 %
[tensile] kappa = 11.250 eV/A^2
[tensile] length l = 40.53 A
[tensile] sine-Gordon width = 106.7 A = 10.67 nm
[tensile] relaxed sine-Gordon width = 106.7 A
[tensile] first-star width = 110.0 A
[tensile] relaxed first-star width = 110.0 A
[tensile] sine-Gordon wall energy = 0.1135 eV/A
[tensile] first-star wall energy = 0.1166 eV/A
[tensile] peak slope of relative shift = 1.116 %
[tensile] peak du/dx in one layer = 0.558 %
[tensile] width change, rows spaced a = -0.039 %
first-star/sine-Gordon width = 1.0303
first-star/sine-Gordon energy = 1.0273
layer spacing = 3.35 A, bending D = 1.50 eV
support spring constant = 0.070 eV/A^4
supported: elastic energy relieved = 0.031 %
supported: largest height = 0.0035 A
free bending: stiffness factor = 0.0232
free bending: tensile width estimate = 16.3 A
free bending: tilt estimate = 23.7 degrees
temperature = 300 K
rms relative shift per component = 0.0559 A
barrier factor from smearing = 0.9865
width factor from smearing = 1.0068
```
